# Does a cubic third-harmonic dielectric current prove intrinsic dipolar nonlinearity?

**The argument under review**

A film of a polar molecular liquid, 10000 nm thick, lies between metal electrodes. A pure sinusoidal voltage of angular frequency $\omega$ is applied, and the current contains a component at $3\omega$ whose amplitude grows as the cube of the voltage. The argument runs as follows.

1. A linear dielectric returns only the frequency it is given, so the film is nonlinear.
2. The cubic law is the lowest order at which orientational saturation of dipoles appears.
3. Heating is irrelevant, since the film warms by only a few millikelvin, and a warmer linear dielectric is still linear.
4. The signal therefore measures dipolar saturation and yields the molecular dipole moment.

Point 2 is correct. Point 3 considers the mean temperature alone. Dissipated power is quadratic in the field, so it also pulsates at $2\omega$. The question is what a temperature oscillating at $2\omega$ does to a dielectric whose response is strictly linear at every fixed temperature.

**A dielectric without intrinsic nonlinearity**

I use atomic units and measure temperature $T$ as an energy ($k_B=1$). Each oscillating quantity is written $X(t)=\mathrm{Re}\sum_n X_n e^{in\omega t}$, and the field is $E=E_0\cos\omega t$. The dipolar polarization obeys

$$\tau(T)\,\dot P+P=\chi_s(T)\,E,\qquad \chi_s=\frac{N\mu^2}{3T},$$

for $N$ independent dipoles $\mu$ per volume. Near the working temperature $\tau\propto e^{W/T}$, where $W$ is a local activation energy. At fixed $T$ the equation is linear and gives

$$P_1=\chi_1E_0,\qquad \chi_1=\frac{\chi_s}{1+i\omega\tau}=\chi'-i\chi''.$$

A constant temperature rise changes $\chi_s$ and $\tau$ but creates no harmonic. To that extent point 3 is right.

**How much heat, and when**

The field does work $E\dot P$ per volume and time on the dipoles. To see how much becomes heat, take the orientational free energy. In equilibrium $E=P/\chi_s$, so

$$F=\int_0^P\frac{P'}{\chi_s}\,dP'=\frac{P^2}{2\chi_s}=\frac{3T}{2N\mu^2}P^2 .$$

This is proportional to $T$, so the internal energy $F-T\,\partial F/\partial T$ vanishes: the dipoles store no energy, and all the work becomes heat. With $\chi_sE-P=\tau\dot P$ it splits into

$$h=E\dot P=\Big(E-\frac{P}{\chi_s}\Big)\dot P+\frac{P\dot P}{\chi_s}
=\frac{\tau}{\chi_s}\dot P^2+\frac{P\dot P}{\chi_s}.$$

The first term is never negative and is the loss. The second is $-T\,dS/dt$ with $S=-\partial F/\partial T$. It is the reversible electrocaloric exchange, which averages to zero over a cycle.

Two oscillations with amplitudes $a$ and $b$ at frequency $\omega$ have the product $\tfrac12\mathrm{Re}(ab^*)+\tfrac12\mathrm{Re}(ab\,e^{2i\omega t})$. With $a=E_0$ and $b=i\omega P_1$,

$$h_0=\tfrac12\omega\chi''E_0^2,\qquad h_2=\tfrac12 i\omega\chi_1E_0^2 .$$

The loss alone, with $a=b=i\omega P_1$, contributes

$$h_2^{\rm loss}=\frac{\tau}{2\chi_s}(i\omega P_1)^2=-\frac{\omega^2\tau\chi_sE_0^2}{2(1+i\omega\tau)^2}.$$

Since $\chi''=\chi_s\omega\tau/(1+\omega^2\tau^2)$, its modulus equals $h_0$. The loss power therefore swings between zero and twice its mean: its oscillating part is as large as its steady part. The reversible part is $\tfrac12 i\omega P_1^2/\chi_s$, so loss and exchange stand in the ratio $i\omega\tau$. They are in quadrature, and below $\omega\tau=1$ the exchange is the larger.

**How far the temperature follows**

Let $c$ be the heat capacity per volume, $\kappa$ the thermal conductivity and $d$ the thickness, with electrodes at $z=\pm d/2$ acting as ideal heat sinks. At $2\omega$ the heat equation reads

$$2i\omega c\,\theta=\kappa\,\theta''+h_2 .$$

The even solution that vanishes at the electrodes is

$$\theta(z)=\frac{h_2}{2i\omega c}\left[1-\frac{\cosh qz}{\cosh(qd/2)}\right],\qquad q^2=\frac{2i\omega c}{\kappa}.$$

Averaging over $z$ gives

$$\theta_2=\frac{h_2}{2i\omega c}\left[1-\frac{\tanh s}{s}\right],\qquad s=\frac{qd}{2}.$$

For a thin film $\tanh s/s\approx1-s^2/3$, hence $\theta_2\to h_2d^2/(12\kappa)$: heat escapes within a cycle. For a thick film $\theta_2\to h_2/(2i\omega c)$, and thickness no longer matters. The mean rise follows from $\kappa\theta_0''=-h_0$. Its profile $(h_0/2\kappa)(d^2/4-z^2)$ has the average $h_0d^2/(12\kappa)$.

**The third harmonic**

Write $\chi_s(T+\theta)\approx\chi_s+\chi_s'\theta$ and $\tau(T+\theta)\approx\tau+\tau'\theta$. The first correction $\delta P$ to the polarization then obeys

$$\tau\,\delta\dot P+\delta P=\theta(t)\left[\chi_s'E-\tau'\dot P\right].$$

The product of an oscillation at $2\omega$ with one at $\omega$ has a $3\omega$ amplitude equal to half the product of the two amplitudes. Therefore

$$(1+3i\omega\tau)P_3=\tfrac12\theta_2\left[\chi_s'E_0-i\omega\tau'P_1\right].$$

Now insert $\chi_s'=-\chi_s/T$ and $\tau'=-\tau W/T^2$, and divide by $P_1=\chi_sE_0/(1+i\omega\tau)$:

$$\frac{P_3}{P_1}=\frac{\theta_2}{2T}\,\frac{(W/T-1)\,i\omega\tau-1}{1+3i\omega\tau}.$$

Because $\theta_2\propto E_0^2$, the harmonic $P_3$ grows as $E_0^3$. At leading order, heating obeys the same power law as saturation, and the step from point 2 to point 4 fails.

The temperature, and with it the source of $P_3$, varies across the film, so the field could redistribute. Let $\mathcal S(z)$ be the $3\omega$ polarization found above with the local $\theta(z)$. The displacement $D_3=\epsilon(3\omega)E_3(z)+4\pi \mathcal S(z)$ is uniform in $z$. The applied voltage has no $3\omega$ part, so $E_3$ averages to zero and $D_3=4\pi\langle \mathcal S\rangle$. The averaged $\theta_2$ is thus the right one at this order, and the current density is $j_3=\dot D/4\pi\to3i\omega P_3$.

**What genuine saturation would give**

A fair comparison needs the intrinsic effect for the same dipoles. Let $u$ be the cosine between dipole and field, and $x=\mu E/T$. Rotational diffusion gives the distribution $f(u,t)$:

$$\frac{\partial f}{\partial t}=\frac1{2\tau}\frac{\partial}{\partial u}\left[(1-u^2)\left(\frac{\partial f}{\partial u}-xf\right)\right].$$

Multiply by $u$ and integrate by parts. With $m=\langle u\rangle$, $p=\langle(3u^2-1)/2\rangle$ and $\langle u^2\rangle=(1+2p)/3$,

$$\tau\dot m+m=\frac x2\left(1-\langle u^2\rangle\right)=\frac x3(1-p).$$

Multiply next by $(3u^2-1)/2$. The diffusion term gives $-6p/(2\tau)$ and the field term $3x\langle u-u^3\rangle/(2\tau)$. To first order $f=\tfrac12(1+3mu)$, so $\langle u^3\rangle=3m/5$ and

$$\frac{\tau}{3}\dot p+p=\frac{xm}{5}.$$

With $x_0=\mu E_0/T$, solving order by order gives

$$m_1=\frac{x_0}{3(1+i\omega\tau)},\qquad p_2=\frac{x_0m_1}{10(1+2i\omega\tau/3)},\qquad m_3=-\frac{x_0p_2}{6(1+3i\omega\tau)}.$$

Since $P=N\mu m$, the intrinsic ratio is

$$\left(\frac{P_3}{P_1}\right)_{\rm intr}=\frac{m_3}{m_1}=-\frac{x_0^2}{60\,(1+2i\omega\tau/3)(1+3i\omega\tau)}.$$

It does not contain the thickness. At order $E_0^3$ the thermal and intrinsic harmonics add as complex amplitudes.

**Numbers for the film**

The parameters are rough values for a polar glass-forming liquid a little above its glass transition: 170 K, $E_0=0.1$ MV/cm, 1000 Hz, $\tau=0.2$ ms, $\mu=0.1$ e nm, $N=7$ nm$^{-3}$, $W=1.5$ eV, $c=1.8$ J/(cm³ K), $\kappa=0.2$ W/(m K) and a high-frequency permittivity $\epsilon_\infty=3$. Then $\omega\tau=1.257$, $k_BT=0.01465$ eV and $W/k_BT=102.4$. The relaxation strength is $4\pi\chi_s=28.8$ and the loss is $\epsilon''=4\pi\chi''=14.0$.

In SI form the mean power is $\tfrac12\omega\epsilon_0\epsilon''E_0^2=39$ W/cm³. The mean rise is

$$\frac{(3.9\times10^7\ \mathrm{W/m^3})(10^{-5}\ \mathrm{m})^2}{12\times0.2\ \mathrm{W/(m\,K)}}=1.6\ \mathrm{mK},$$

as small as point 3 says, and it lowers $\tau$ by only 0.1 %. This holds for electrodes kept at the base temperature. If the steady flux $h_0d/2$ had to cross 1 mm of glass of 1 W/(m K) on each side, the mean rise would be about 0.2 K and $\tau$ would fall by about 11 %. The oscillation at $2\omega$ has an amplitude of 1.37 mK, or 1.07 mK if only the loss is kept. Hence

$$\left|\frac{P_3}{P_1}\right|_{\rm th}=\frac{1.370\times10^{-3}}{2\times170}\cdot\frac{101.4\times1.257}{\sqrt{1+(3\times1.257)^2}}=1.3\times10^{-4},$$

where the $-1$ in the numerator is negligible. Loss alone gives $1.0\times10^{-4}$. Saturation, with $x_0=0.0683$, gives $1.5\times10^{-5}$, smaller than the full thermal ratio by a factor of 8.6. A millikelvin matters because the signal in question is itself of order $10^{-4}$ and $\tau$ is steep in temperature.

As current densities, the thermal harmonic is $3.9\times10^{-7}$ A/cm² and the intrinsic one $4.6\times10^{-8}$ A/cm², beside a fundamental of $1.1\times10^{-3}$ A/cm². The phases of the thermal and intrinsic $P_3$ relative to the field's time origin are $-46^\circ$ and $13^\circ$ (each current leads its $P_3$ by $90^\circ$), and the coherent sum has $|P_3/P_1|=1.40\times10^{-4}$. Since the intrinsic ratio scales as $\mu^2$ at given $T$ and $\tau$, reading the whole signal as saturation would give

$$\mu_{\rm false}=0.1\sqrt{\frac{1.401\times10^{-4}}{1.526\times10^{-5}}}=0.30\ \text{e nm},$$

three times the dipole moment put in.

The coupled equations can also be integrated in time without expanding in $\theta$. I did this with a fourth-order Runge–Kutta scheme on 32 cells across the film, with $\chi_s(T)$, $\tau(T)$ and the local field updated at every step and saturation left out. The result is $|P_3/P_1|=1.32\times10^{-4}$. Halving the field reduces $P_3$ by a factor of 8.01. With the heat source replaced by its constant mean, the ratio drops to $5\times10^{-16}$. The pulsation of the heat, and not the warming, makes the harmonic.

**What would separate the two**

Thickness can, if the field, frequency and base temperature are held fixed. For electrodes that are ideal heat sinks:

| $d$ (nm) | thermal | total |
|---|---|---|
| 1000 | $2.0\times10^{-6}$ | $1.7\times10^{-5}$ |
| 3000 | $1.8\times10^{-5}$ | $3.3\times10^{-5}$ |
| 10000 | $1.3\times10^{-4}$ | $1.4\times10^{-4}$ |
| 30000 | $1.8\times10^{-4}$ | $1.8\times10^{-4}$ |

The entries are $|P_3/P_1|$. Between the first two rows the thermal part grows ninefold, as $d^2$ requires. The two contributions are equal near 2800 nm, and at 1000 nm the intrinsic one is much the larger of the two. A harmonic from heating is thus no proof that saturation is absent. Nor does a signal independent of thickness exclude heating if every sample is thick, because $\theta_2$ then saturates. The samples should include films no thicker than about $\sqrt{\kappa/(2\omega c)}$, which is 3000 nm here, so that the thermal part can be seen to fall with thickness.

Low frequency also helps. As $\omega\to0$ a film with ideal heat sinks becomes thermally thin, $h_2\propto\omega$, and the thermal ratio vanishes in proportion to $\omega$. That law sets in only for $\omega\tau\ll T/W\approx0.01$, below a few hertz here; between about 10 and 100 Hz the term $(W/T-1)\,i\omega\tau$ still matters and the ratio falls faster, closer to $\omega^2$. If the electrodes themselves warm, it can fall more slowly. The intrinsic ratio tends to $-x_0^2/60$. At $\omega\tau\gg1$ the formulas make the intrinsic ratio fall as $1/\omega^2$, and the thermal one as $1/\omega$ once the film is also thermally thick, but there the assumption that $\tau$ follows the temperature at once is least safe.

**How far the model can be trusted for a real liquid**

The setting is that of high-field dielectric spectroscopy on supercooled polar liquids. Two assumptions bear directly on the comparison. First, near the glass transition the structure that sets $\tau$ needs time to adjust. If the response of $\tau$ is reduced by $1/(1+2i\omega\tau)$, a plausible estimate and not a derived law, the thermal ratio falls to $4.8\times10^{-5}$. Second, dipoles with a relaxation strength near 29 are not independent. A cavity-field factor $3\epsilon/(2\epsilon+1)=1.48$, with $\epsilon=\epsilon_\infty+4\pi\chi_s$, raises the intrinsic ratio to $3.3\times10^{-5}$ at fixed $\mu$. With no other change to the thermal ratio, the two estimates together reduce the thermal-to-intrinsic ratio from 8.6 to 1.4. The same cavity factor would also strengthen the linear response and with it the heating, which brings the ratio back to about 2.1. Which contribution dominates in a given liquid is therefore not settled by this model; that heating can be comparable survives both estimates. Dipole correlations and a spread of relaxation times are left out.

The other corrections estimated are smaller for this film, with one possible exception, the effect of electric stress on $\tau$. If only 70 % of the heat capacity responds at $2\omega$, the thermal ratio becomes $1.6\times10^{-4}$. Electrodes with 100 W/(m K) and 3 J/(cm³ K), treated as half-spaces, change it by about 1 % at 10000 nm. They matter more in thin films. The heat $h_2d/2$ entering each electrode warms its surface by about $h_2d/(2\sqrt{2i\omega c_e\kappa_e})$, where $c_e$ and $\kappa_e$ belong to the electrode. This falls only as $d$, and at 1000 nm it raises the thermal ratio by about half. A poorly conducting support raises it much further. With 100 nm of such metal on thick glass of 1 W/(m K) and 2 J/(cm³ K) on both sides, the thermal ratio at 1000 nm is about eight times that for ideal heat sinks, and so about as large as the intrinsic one. Electrostriction, estimated as half the strain that the pulsating electric stress $\epsilon_0\epsilon E_0^2/4$ causes at a modulus of 3 GPa, gives about $10^{-6}$ through the change of shape alone. The same stress also changes $\tau$. Its amplitude at $2\omega$ is about 4.4 kPa, with the modulus of the complex permittivity at $\omega$, $|\epsilon_\infty+4\pi\chi_1|=20$, in place of $\epsilon$. If pressure shifts the temperature at which $\tau$ has a given value by 0.1 K/MPa, an assumed figure, the stress acts on $\tau$ like a temperature oscillation of 0.44 mK, about a third of that found above. If the stress acts as a compression that slows the dipoles, its $P_3$ lies about $145^\circ$ from the thermal one, and the two together give $|P_3/P_1|\approx1.0\times10^{-4}$ at 10000 nm. This contribution could therefore be comparable to heating, and at fixed field it does not disappear in thin films, where it could exceed the intrinsic harmonic. An ionic conductivity of $10^{-11}$ S/cm would add 0.1 % to the heat. The field is a tenth of a rough breakdown field of 1 MV/cm.

**Recommendation**

The conclusion in point 4 should be withdrawn in its present form. The data establish a cubic response of the film together with its thermal surroundings. To assign it to the dipoles, the thermal harmonic must be computed from the film thickness and the measured complex permittivity, heat capacity, thermal conductivity, $d\chi_s/dT$, the response of $\tau$ to a temperature oscillating at $2\omega$ and the thermal properties of the electrodes and their supports. It must then be subtracted with its phase. Alternatively, the measurement must be repeated at the same field on films thin enough, and with electrodes conducting heat well enough, to make it negligible. In either case the effect of the pulsating electric stress on $\tau$ must be bounded separately.
